# LH1–HH2 crossing and LH1 mass reversal in a hard-wall well: a numerical check

```python
"""Hard-wall (001) quantum well, four-band Luttinger holes, hole energy upward.
Result under test: LH1 and HH2 coincide at gamma2/gamma1 = 0.3, and the LH1
inverse in-plane mass at k = 0,
  m0/m = g1 - g2 + 3 g3^2/g2
         + 3 g3^2 sqrt(g1^2 - 4 g2^2)/(pi g2^2) * cot(pi r/2),
  r = sqrt((g1 + 2 g2)/(g1 - 2 g2)),
has a pole there: negative just below the ratio 0.3, positive just above.
g1, g2, g3: Luttinger parameters; L: well width; k: in-plane wave number.
Dimensionless work uses L = 1 and energies in hbar^2/(2 m0 L^2).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Orthonormal polynomials that vanish at both walls, z from -1/2 to 1/2
N = 20
x, w = leggauss(N + 6)
w = w / 2
V = legvander(x, N + 1)
phi = V[:, :N] - V[:, 2:N + 2]
dphi = -2 * (2 * np.arange(N) + 3) * V[:, 1:N + 1]
chol = np.linalg.cholesky(phi.T @ (w[:, None] * phi))
X = np.linalg.inv(chol).T
phi, dphi = phi @ X, dphi @ X
KZ = -1j * phi.T @ (w[:, None] * dphi)
KZ2 = dphi.T @ (w[:, None] * dphi)
Z = phi.T @ ((w * x / 2)[:, None] * phi)
ID = np.eye(N)

# Spin-3/2 matrices, order 3/2, 1/2, -1/2, -3/2
JZ = np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)
JP = np.diag([np.sqrt(3), 2, np.sqrt(3)], 1).astype(complex)
JX = (JP + JP.conj().T) / 2
JY = (JP - JP.conj().T) / 2j


def sym(A, B):
    return (A @ B + B @ A) / 2


def hamiltonian(g1, g2, g3, k, theta=0.0):
    kx, ky = k * np.cos(theta), k * np.sin(theta)
    H = np.kron((g1 + 2.5 * g2) * np.eye(4), KZ2 + k**2 * ID)
    H = H - 2 * g2 * (np.kron(kx**2 * JX @ JX + ky**2 * JY @ JY, ID)
                      + np.kron(JZ @ JZ, KZ2))
    H = H - 4 * g3 * (kx * ky * np.kron(sym(JX, JY), ID)
                      + np.kron(kx * sym(JX, JZ) + ky * sym(JY, JZ), KZ))
    return H


def inverse_mass_numeric(g1, g2, g3, level="LH1", theta=0.0, extra=0.0):
    """Curvature of the level at k = 0 from the full Hamiltonian."""
    target = np.pi**2 * (g1 + 2 * g2 if level == "LH1" else 4 * (g1 - 2 * g2))

    def energy(k):
        e = np.linalg.eigvalsh(hamiltonian(g1, g2, g3, k, theta) + extra)
        return e[np.argmin(abs(e - target))]
    k = 0.01
    e0 = energy(0.0)
    c1 = (energy(k) - e0) / k**2
    c2 = (energy(k / 2) - e0) / (k / 2)**2
    return (4 * c2 - c1) / 3


def inverse_mass_formula(g1, g2, g3):
    r = np.sqrt((g1 + 2 * g2) / (g1 - 2 * g2))
    return (g1 - g2 + 3 * g3**2 / g2 + 3 * g3**2 * np.sqrt(g1**2 - 4 * g2**2)
            / (np.pi * g2**2) / np.tan(np.pi * r / 2))


def hh2_term(g1, g2, g3):
    return 256 * g3**2 / (3 * np.pi**2 * (10 * g2 - 3 * g1))


# Crossing at k = 0, located from the Hamiltonian blocks
def block_gap(g2, g1):
    H = hamiltonian(g1, g2, 1.0, 0.0)
    lh1 = np.linalg.eigvalsh(H[N:2 * N, N:2 * N])[0]
    hh2 = np.linalg.eigvalsh(H[:N, :N])[1]
    return lh1 - hh2


for g1_test in (4.0, 7.0):
    ratio_found = brentq(block_gap, 0.1 * g1_test, 0.45 * g1_test,
                         args=(g1_test,)) / g1_test
    assert abs(ratio_found - 0.3) < 1e-8

# Matrix elements of d/dz between sine states, by quadrature
for n in (2, 3, 4, 6):
    val = quad(lambda s: 2 * np.pi * np.sin(n * np.pi * s)
               * np.cos(np.pi * s), 0, 1)[0]
    expected = 4 * n / (n**2 - 1) if n % 2 == 0 else 0.0
    assert abs(val - expected) < 1e-8

# Mass formula against explicit series and against the full Hamiltonian
cases = [(7, 2.0, 2.9), (7, 2.2, 2.9), (7, 1.0, 1.5), (7, 0.5, 2.9),
         (7, 2.6, 2.0), (4, 1.0, 1.0)]
worst = 0.0
n_even = np.arange(2, 4001, 2, dtype=float)
for p in cases:
    f = inverse_mass_formula(*p)
    a, b = p[0] + 2 * p[1], p[0] - 2 * p[1]
    series = p[0] - p[1] + 192 * p[2]**2 / np.pi**2 * np.sum(
        n_even**2 / ((n_even**2 - 1)**2 * (a - n_even**2 * b)))
    assert abs(series - f) < 1e-6 * max(1, abs(f))
    for theta in (0.0, 0.4, np.pi / 4):
        dev = abs(inverse_mass_numeric(*p, theta=theta) - f) / max(1, abs(f))
        worst = max(worst, dev)
assert worst < 1e-3

# Example parameters
g1, g3, L = 7.0, 2.9, 10.0
g2_low, g2_high, g2_cross = 2.0, 2.2, 0.3 * 7.0

# Strength of the pole, and its cause
for d in (-1e-6, 1e-6):
    ratio = (inverse_mass_formula(g1, g2_cross + d, g3)
             / hh2_term(g1, g2_cross + d, g3))
    assert abs(ratio - 1) < 1e-4
u2 = np.linalg.eigh(KZ2)[1][:, 1]
remove_hh2 = 1e6 * np.kron(np.diag([1, 0, 0, 1]), np.outer(u2, u2))
without_hh2, hh2_mass_inv = {}, {}
for g2 in (g2_low, g2_high):
    value = inverse_mass_numeric(g1, g2, g3, extra=remove_hh2)
    rest = inverse_mass_formula(g1, g2, g3) - hh2_term(g1, g2, g3)
    assert abs(value - rest) < 1e-2 and value > 0
    without_hh2[g2] = value
    assert abs(inverse_mass_numeric(g1, g2, 0.0) - (g1 - g2)) < 1e-3
    hh2_mass_inv[g2] = inverse_mass_numeric(g1, g2, g3, level="HH2")
    assert hh2_mass_inv[g2] * inverse_mass_formula(g1, g2, g3) < 0
assert inverse_mass_numeric(g1, g2_low, g3) < 0
assert inverse_mass_numeric(g1, g2_high, g3) > 0

# Linear bands exactly at the crossing
k_small = 1e-3
e = np.linalg.eigvalsh(hamiltonian(g1, g2_cross, g3, k_small))
slope_numeric = (e[5] - e[2]) / (2 * k_small)
slope = 16 * g3 / np.sqrt(3)
assert abs(slope_numeric / slope - 1) < 1e-4

# Ordinary zeros of the inverse mass that bound the sign windows
zero_low = brentq(lambda g: inverse_mass_formula(g1, g, g3), 0.35, 2.05)
zero_high = brentq(lambda g: inverse_mass_formula(g1, g, g3), 2.8, 3.0877)
for zero in (zero_low, zero_high):
    assert inverse_mass_numeric(g1, zero - 0.01, g3) > 0
    assert inverse_mass_numeric(g1, zero + 0.01, g3) < 0

# Units: c in meV nm^2, unit in meV
c = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18
unit = c / L**2
slope_meVnm = slope * c / L

# Dispersion of the second doublet for the lower gamma2 (LH1 at k = 0)
ks = np.linspace(0, 1.0, 201)


def second_doublet(k_nm, theta=0.0):
    H = hamiltonian(g1, g2_low, g3, k_nm * L, theta)
    return np.linalg.eigvalsh(H)[2] * unit


band = np.array([second_doublet(k) for k in ks])
i_min = int(np.argmin(band))
assert 0 < i_min < len(ks) - 1
gap_low = abs(g1 + 2 * g2_low - 4 * (g1 - 2 * g2_low)) * np.pi**2 * unit
k_c = gap_low / (2 * slope_meVnm)
shift_full = second_doublet(k_c) - band[0]
shift_parabola = c * inverse_mass_formula(g1, g2_low, g3) * k_c**2


# Neglected effect: finite barrier, same Luttinger parameters inside it
def finite_levels(g2, barrier):
    a, b = g1 + 2 * g2, g1 - 2 * g2
    W = barrier * (L / 2)**2 / c
    top = min(np.pi / 2, np.sqrt(W / a))
    s1 = brentq(lambda s: s * np.sin(s)
                - np.sqrt(max(W / a - s * s, 0)) * np.cos(s), 1e-9, top)
    top = min(np.pi, np.sqrt(W / b))
    s2 = brentq(lambda s: s * np.cos(s)
                + np.sqrt(max(W / b - s * s, 0)) * np.sin(s), np.pi / 2, top)
    return 4 * a * s1**2 * unit, 4 * b * s2**2 * unit


def finite_gap(g2, barrier):
    lh1, hh2 = finite_levels(g2, barrier)
    return lh1 - hh2


barrier = 200.0
assert abs(brentq(finite_gap, 1.4, 3.15, args=(1e8,)) / g1 - 0.3) < 1e-3
ratio_barrier = brentq(finite_gap, 1.4, 3.15, args=(barrier,)) / g1


# Neglected effect: split-off band, which mixes with LH1 already at k = 0
def lh1_with_split_off(g2, delta):
    t = np.pi**2 * unit
    off = 2 * np.sqrt(2) * g2 * t
    return np.linalg.eigvalsh([[(g1 + 2 * g2) * t, off],
                               [off, g1 * t + delta]])[0]


# with no spin-orbit splitting this level must join the heavy-hole ladder
assert abs(lh1_with_split_off(2.0, 0.0) - (g1 - 4) * np.pi**2 * unit) < 1e-8
delta_so = 340.0
ratio_so = brentq(lambda g: lh1_with_split_off(g, delta_so)
                  - 4 * (g1 - 2 * g) * np.pi**2 * unit, 1.4, 3.15) / g1

# Neglected effect: electric field along z
field_MV_cm = 0.02
drop = field_MV_cm * 0.1 * L * 1e3      # 1 MV/cm = 0.1 V/nm; result in meV


def field_gap(g2, drop_meV):
    lh = np.linalg.eigvalsh((g1 + 2 * g2) * KZ2 * unit + drop_meV * Z)[0]
    hh = np.linalg.eigvalsh((g1 - 2 * g2) * KZ2 * unit + drop_meV * Z)[1]
    return lh - hh


field_shift = field_gap(g2_low, drop) - field_gap(g2_low, 0.0)
kT = const.k * 300 / const.e * 1e3

print(f"crossing ratio gamma2/gamma1 from Hamiltonian: {ratio_found:.6f}")
print(f"largest relative deviation, mass formula: {worst:.1e}")
print(f"well width L: {L:.1f} nm; gamma1 = {g1:.1f}; gamma3 = {g3:.1f}")
print(f"hbar^2/(2 m0): {c:.3f} meV nm^2")
print(f"hbar^2 pi^2/(2 m0 L^2): {np.pi**2 * unit:.4f} meV")
for g2 in (g2_low, g2_high):
    t = np.pi**2 * unit
    inv = inverse_mass_formula(g1, g2, g3)
    r = np.sqrt((g1 + 2 * g2) / (g1 - 2 * g2))
    print(f"--- gamma2 = {g2:.1f}, ratio = {g2 / g1:.4f}, r = {r:.4f}")
    print(f"HH1 level: {(g1 - 2 * g2) * t:.2f} meV")
    print(f"LH1 level: {(g1 + 2 * g2) * t:.2f} meV")
    print(f"HH2 level: {4 * (g1 - 2 * g2) * t:.2f} meV")
    print(f"direct term gamma1 - gamma2: {g1 - g2:.2f}")
    print(f"HH2 term in m0/m of LH1: {hh2_term(g1, g2, g3):.2f}")
    print(f"m0/m of LH1, formula: {inv:.2f}")
    print(f"m0/m of LH1, Hamiltonian: {inverse_mass_numeric(g1, g2, g3):.2f}")
    print(f"LH1 in-plane mass: {1 / inv:.4f} m0")
    print(f"m0/m of LH1 with HH2 removed: {without_hh2[g2]:.2f}")
    print(f"m0/m of HH2, Hamiltonian: {hh2_mass_inv[g2]:.2f}")
    print(f"LH1 - HH2, finite barrier: {finite_gap(g2, barrier):.2f} meV")
print("--- sign windows and range of the mass")
print(f"lower zero of m0/m at gamma2/gamma1: {zero_low / g1:.4f}")
print(f"upper zero of m0/m at gamma2/gamma1: {zero_high / g1:.4f}")
print(f"LH1-HH4 crossing at gamma2/gamma1: {15 / 34:.4f}")
print(f"linear slope at the crossing: {slope_meVnm:.2f} meV nm")
print(f"LH1-HH2 gap at gamma2 = 2.0: {gap_low:.2f} meV")
print(f"k_c at gamma2 = 2.0: {k_c:.4f} nm^-1")
print(f"LH1 shift at k_c, full: {shift_full:.3f} meV")
print(f"LH1 shift at k_c, parabola: {shift_parabola:.3f} meV")
print(f"LH1 minimum along [100] at k: {ks[i_min]:.3f} nm^-1")
print(f"depth of that minimum: {band[0] - band[i_min]:.2f} meV")
warp = second_doublet(ks[i_min], np.pi / 4) - band[i_min]
print(f"[110] minus [100] energy at that k: {warp:.2f} meV")
print("--- neglected effects")
print(f"crossing ratio, {barrier:.0f} meV barrier: {ratio_barrier:.4f}")
print(f"crossing ratio, split-off at {delta_so:.0f} meV: {ratio_so:.4f}")
print(f"field: {field_MV_cm:.2f} MV/cm, drop over well: {drop:.1f} meV")
print(f"change of LH1 - HH2 by field, gamma2 = 2.0: {field_shift:.3f} meV")
print(f"thermal energy at 300 K: {kT:.2f} meV")
print("verified")
```

Output:

```
crossing ratio gamma2/gamma1 from Hamiltonian: 0.300000
largest relative deviation, mass formula: 1.3e-06
well width L: 10.0 nm; gamma1 = 7.0; gamma3 = 2.9
hbar^2/(2 m0): 38.100 meV nm^2
hbar^2 pi^2/(2 m0 L^2): 3.7603 meV
--- gamma2 = 2.0, ratio = 0.2857, r = 1.9149
HH1 level: 11.28 meV
LH1 level: 41.36 meV
HH2 level: 45.12 meV
direct term gamma1 - gamma2: 5.00
HH2 term in m0/m of LH1: -72.71
m0/m of LH1, formula: -68.10
m0/m of LH1, Hamiltonian: -68.10
LH1 in-plane mass: -0.0147 m0
m0/m of LH1 with HH2 removed: 4.61
m0/m of HH2, Hamiltonian: 78.81
LH1 - HH2, finite barrier: -9.14 meV
--- gamma2 = 2.2, ratio = 0.3143, r = 2.0939
HH1 level: 9.78 meV
LH1 level: 42.87 meV
HH2 level: 39.11 meV
direct term gamma1 - gamma2: 4.80
HH2 term in m0/m of LH1: 72.71
m0/m of LH1, formula: 77.04
m0/m of LH1, Hamiltonian: 77.04
LH1 in-plane mass: 0.0130 m0
m0/m of LH1 with HH2 removed: 4.32
m0/m of HH2, Hamiltonian: -66.25
LH1 - HH2, finite barrier: -4.54 meV
--- sign windows and range of the mass
lower zero of m0/m at gamma2/gamma1: 0.1248
upper zero of m0/m at gamma2/gamma1: 0.4368
LH1-HH4 crossing at gamma2/gamma1: 0.4412
linear slope at the crossing: 102.07 meV nm
LH1-HH2 gap at gamma2 = 2.0: 3.76 meV
k_c at gamma2 = 2.0: 0.0184 nm^-1
LH1 shift at k_c, full: -0.716 meV
LH1 shift at k_c, parabola: -0.880 meV
LH1 minimum along [100] at k: 0.190 nm^-1
depth of that minimum: 9.29 meV
[110] minus [100] energy at that k: 0.68 meV
--- neglected effects
crossing ratio, 200 meV barrier: 0.3418
crossing ratio, split-off at 340 meV: 0.3061
field: 0.02 MV/cm, drop over well: 20.0 meV
change of LH1 - HH2 by field, gamma2 = 2.0: -0.217 meV
thermal energy at 300 K: 25.85 meV
verified
```
